# Insulation field when a flat gas void begins to discharge: verification in Python

```python
"""
Result under test: a flat gas void (thickness d, voltage U at discharge) in an
insulator of relative permittivity eps has, beside its flat faces, the
insulation field E_ins = U / (eps * d).
Symbols: D plate thickness, s wall charge per area, sigma conductivity,
omega angular frequency, alpha ionization coefficient, gamma electron yield.
The fields are checked by minimizing the discretized electrostatic energy.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

U = 1000.0            # V
d = 1.0e-4            # m
eps = 2.3
D = 5.0e-3            # m
frequency = 50.0      # Hz
omega = 2 * np.pi * frequency
sigma = 1e-15         # S/m, rough value for polyethylene
solid_strength = 50e6  # V/m, rough short-time value

E_void = U / d
E_ins = E_void / eps
V_plate = E_ins * (D - d) + U


def layered_plate(v_top, void_bottom, eps_solid, wall_charge=0.0):
    """Energy minimum for solid/void/solid; returns void voltage, solid field.

    wall_charge > 0: negative charge on the upper wall, positive on the lower,
    which opposes the field of a positive upper electrode.
    """
    n = 5
    thickness = np.array([void_bottom, d, D - d - void_bottom])
    h = np.repeat(thickness / n, n)
    permittivity = np.repeat(np.array([eps_solid, 1.0, eps_solid]), n)
    size = 3 * n + 1
    K = np.zeros((size, size), dtype=complex)
    for k in range(3 * n):
        w = permittivity[k] / h[k]
        K[k, k] += w
        K[k + 1, k + 1] += w
        K[k, k + 1] -= w
        K[k + 1, k] -= w
    charge = np.zeros(size, dtype=complex)
    charge[n] = wall_charge / epsilon_0
    charge[2 * n] = -wall_charge / epsilon_0
    V = np.zeros(size, dtype=complex)
    V[-1] = v_top
    inner = slice(1, size - 1)
    V[inner] = np.linalg.solve(K[inner, inner], charge[inner] - K[inner, -1] * v_top)
    return V[2 * n] - V[n], (V[-1] - V[2 * n]) / thickness[2]


# Uncharged void at three depths
for bottom in (0.5e-3, 2.0e-3, 4.0e-3):
    void_voltage, solid_field = layered_plate(V_plate, bottom, eps)
    assert abs(void_voltage - U) < 1e-6 * U
    assert abs(solid_field - E_ins) < 1e-6 * E_ins

# Charge left on the walls, opposing (+) or aiding (-) the field
s = 0.1 * epsilon_0 * E_void
charged_fields = []
for sign in (1, -1):
    field = (E_void + sign * s / epsilon_0) / eps
    void_voltage, solid_field = layered_plate(
        field * (D - d) + U, 2.0e-3, eps, sign * s)
    assert abs(void_voltage - U) < 1e-6 * U
    assert abs(solid_field - field) < 1e-6 * field
    charged_fields.append(field)

# Conducting solid: a large conductivity makes the test sensitive
test_sigma = 1e-9
complex_eps = eps - 1j * test_sigma / (omega * epsilon_0)
void_voltage, solid_field = layered_plate(V_plate, 2.0e-3, complex_eps)
assert abs(void_voltage / d / solid_field - complex_eps) < 1e-6
conduction_ratio = sigma / (omega * eps * epsilon_0)
assert conduction_ratio < 1e-3


def disc_void(radius, eps_solid, refine=1):
    """Disc void midway between distant electrodes; lengths in mm.

    Remote field is 1 per mm. Returns mean axial void field, void field at the
    centre, and the solid field just above the middle of the flat face.
    """
    half, height, width = d * 1e3 / 2, 10.0, 20.0
    n_in, n_out, n_void = 50 * refine, 60 * refine, 16 * refine
    t_out = np.linspace(0, 1, n_out + 1)[1:] ** 3
    r = np.concatenate([radius * (1 - np.linspace(1, 0, n_in + 1) ** 2),
                        radius + (width - radius) * t_out])
    z = np.concatenate([half * (1 - np.linspace(1, 0, n_void + 1) ** 2),
                        half + (height - half) * t_out])
    nr, nz = len(r), len(z)
    dr, dz = np.diff(r), np.diff(z)
    rm = (r[1:] + r[:-1]) / 2
    e = np.full((nr - 1, nz - 1), float(eps_solid))
    e[:n_in, :n_void] = 1.0
    axial = np.zeros((nr, nz - 1))
    axial[:-1] += e * (np.pi * (rm**2 - r[:-1]**2))[:, None] / dz
    axial[1:] += e * (np.pi * (r[1:]**2 - rm**2))[:, None] / dz
    radial = np.zeros((nr - 1, nz))
    part = e * (2 * np.pi * rm / dr)[:, None] * dz / 2
    radial[:, :-1] += part
    radial[:, 1:] += part
    index = np.arange(nr * nz).reshape(nr, nz)
    p = np.concatenate([index[:, :-1].ravel(), index[:-1].ravel()])
    q = np.concatenate([index[:, 1:].ravel(), index[1:].ravel()])
    w = np.concatenate([axial.ravel(), radial.ravel()])
    links = coo_matrix((np.concatenate([w, w]),
                        (np.concatenate([p, q]), np.concatenate([q, p]))),
                       shape=(nr * nz, nr * nz)).tocsr()
    K = (diags(np.asarray(links.sum(axis=1)).ravel()) - links).tocsr()
    V = np.zeros(nr * nz)
    V[index[:, -1]] = height
    free = index[:, 1:-1].ravel()
    rhs = -(K @ V)[free]
    V[free] = spsolve(K[free][:, free].tocsc(), rhs)
    axis = V.reshape(nr, nz)[0]
    above = (axis[n_void + 3] - axis[n_void]) / (z[n_void + 3] - z[n_void])
    return axis[n_void] / half, axis[1] / z[1], above


# Weak contrast: extra centre field is that of two uniformly charged discs
contrast = 1e-3
small_radius, half_mm = 0.1, d * 1e3 / 2
coulomb = 1 - half_mm / np.hypot(small_radius, half_mm)
centre = disc_void(small_radius, 1 + contrast)[1]
numerical = (centre - 1) / contrast
assert abs(numerical - coulomb) < 0.01

diameters = [1.0, 2.0, 5.0, 10.0]
remote_fields, local_fields = [], []
for diameter in diameters:
    mean_void, _, above = disc_void(diameter / 2, eps)
    remote_fields.append(E_void / mean_void)
    local_fields.append(E_void / mean_void * above)
assert np.all(np.diff(remote_fields) < 0)
assert min(remote_fields) > E_ins
assert remote_fields[-1] < 1.03 * E_ins
assert np.allclose(local_fields, E_ins, rtol=0.01)
fine_remote = E_void / disc_void(1.0, eps, refine=2)[0]
assert abs(fine_remote / remote_fields[1] - 1) < 0.005

# Rough air coefficients, per cm and Torr
A, B, gamma, pressure = 15.0, 365.0, 0.01, 760.0
pd = pressure * d * 100
U_air = B * pd / np.log(A * pd / np.log(1 + 1 / gamma))
U_root = brentq(lambda v: gamma * np.expm1(A * pd * np.exp(-B * pd / v)) - 1,
                300, 5000)
assert abs(U_air - U_root) < 1e-5 * U_air
assert E_ins < solid_strength

print(f"Void thickness: {d*1e3:.1f} mm")
print(f"Void voltage at discharge (peak): {U/1e3:.1f} kV")
print(f"Relative permittivity of insulation: {eps:.1f}")
print(f"Void field: {E_void/1e6:.2f} MV/m")
print(f"Insulation field, peak: {E_ins/1e6:.3f} MV/m")
print(f"Insulation field, peak: {E_ins/1e8:.4f} MV/cm")
print(f"Insulation field, rms: {E_ins/np.sqrt(2)/1e6:.2f} MV/m")
print(f"Plate thickness: {D*1e3:.1f} mm")
print(f"Voltage across solid part: {E_ins*(D-d)/1e3:.2f} kV")
print(f"Electrode voltage, void spanning plate, peak: {V_plate/1e3:.2f} kV")
print(f"Electrode voltage, rms: {V_plate/np.sqrt(2)/1e3:.2f} kV")
print("Disc voids between electrodes 20 mm apart:")
for diameter, remote, local in zip(diameters, remote_fields, local_fields):
    print(f"  diameter {diameter:.0f} mm: remote field {remote/1e6:.2f} MV/m, "
          f"excess {100*(remote/E_ins-1):.1f} %, "
          f"beside face {local/1e6:.2f} MV/m")
print(f"Weak-contrast disc factor, numerical: {numerical:.3f}")
print(f"Weak-contrast disc factor, Coulomb: {coulomb:.3f}")
print(f"Leftover wall charge (10 % case): {s*1e6:.2f} uC/m2")
print(f"Insulation field, charge opposing: {charged_fields[0]/1e6:.2f} MV/m")
print(f"Insulation field, charge aiding: {charged_fields[1]/1e6:.2f} MV/m")
print(f"Frequency: {frequency:.0f} Hz")
print(f"Rough conductivity: {sigma:.0e} S/m")
print(f"Conduction/displacement current ratio: {conduction_ratio:.1e}")
print(f"Air coefficient A (rough): {A:.0f} per cm Torr")
print(f"Air coefficient B (rough): {B:.0f} V per cm Torr")
print(f"Electron yield gamma (rough): {gamma:.2f}")
print(f"Air pressure: {pressure:.0f} Torr")
print(f"Pressure times gap: {pd:.2f} Torr cm")
print(f"Estimated air discharge voltage: {U_air:.0f} V")
print(f"Insulation field for that voltage: {U_air/(eps*d)/1e6:.2f} MV/m")
print(f"Rough strength of solid: {solid_strength/1e6:.0f} MV/m")
print(f"Insulation field / solid strength: {E_ins/solid_strength:.3f}")
print("OK")
```

Running it gives:

```
Void thickness: 0.1 mm
Void voltage at discharge (peak): 1.0 kV
Relative permittivity of insulation: 2.3
Void field: 10.00 MV/m
Insulation field, peak: 4.348 MV/m
Insulation field, peak: 0.0435 MV/cm
Insulation field, rms: 3.07 MV/m
Plate thickness: 5.0 mm
Voltage across solid part: 21.30 kV
Electrode voltage, void spanning plate, peak: 22.30 kV
Electrode voltage, rms: 15.77 kV
Disc voids between electrodes 20 mm apart:
  diameter 1 mm: remote field 4.96 MV/m, excess 14.0 %, beside face 4.35 MV/m
  diameter 2 mm: remote field 4.65 MV/m, excess 7.0 %, beside face 4.35 MV/m
  diameter 5 mm: remote field 4.47 MV/m, excess 2.7 %, beside face 4.35 MV/m
  diameter 10 mm: remote field 4.41 MV/m, excess 1.4 %, beside face 4.35 MV/m
Weak-contrast disc factor, numerical: 0.551
Weak-contrast disc factor, Coulomb: 0.553
Leftover wall charge (10 % case): 8.85 uC/m2
Insulation field, charge opposing: 4.78 MV/m
Insulation field, charge aiding: 3.91 MV/m
Frequency: 50 Hz
Rough conductivity: 1e-15 S/m
Conduction/displacement current ratio: 1.6e-07
Air coefficient A (rough): 15 per cm Torr
Air coefficient B (rough): 365 V per cm Torr
Electron yield gamma (rough): 0.01
Air pressure: 760 Torr
Pressure times gap: 7.60 Torr cm
Estimated air discharge voltage: 865 V
Insulation field for that voltage: 3.76 MV/m
Rough strength of solid: 50 MV/m
Insulation field / solid strength: 0.087
OK
```
